# Linearized quasiparticle correction from a self-energy shift and slope: verification in Python

```python
"""Linearized quasiparticle correction in GW practice.

Result under test: x = D / (1 - S), which is 0.64 eV for D = 0.80 eV, S = -0.25.
  x : quasiparticle energy minus Kohn-Sham energy (eV)
  D : <Sigma - v_xc> at the Kohn-Sham energy (eV)
  S : frequency slope of Sigma at the Kohn-Sham energy (dimensionless)
  Z : 1 / (1 - S), the renormalization factor
Independent road: a state coupled to pole levels forms a small matrix.
Its resolvent defines D(x); its eigenvalues solve x = D(x) in full.
All energies are counted from the Kohn-Sham energy.
"""
import numpy as np

SHIFT = 0.80
SLOPE = -0.25
STEP = 1e-3  # finite-difference step in eV


def build_matrix(static, poles, squared_couplings):
    matrix = np.diag(np.array([static] + list(poles), dtype=float))
    matrix[0, 1:] = np.sqrt(squared_couplings)
    matrix[1:, 0] = matrix[0, 1:]
    return matrix


def shift_at(matrix, x):
    """D(x) from the definition G(x) = 1 / (x - D(x))."""
    resolvent = np.linalg.inv(x * np.eye(len(matrix)) - matrix)
    return x - 1.0 / resolvent[0, 0]


def slope_at(matrix, x):
    return (shift_at(matrix, x + STEP) - shift_at(matrix, x - STEP)) / (2 * STEP)


def curvature_at_zero(matrix):
    outer = shift_at(matrix, STEP) + shift_at(matrix, -STEP)
    return (outer - 2 * shift_at(matrix, 0.0)) / STEP**2


def full_solution(matrix):
    """Eigenvalue with the largest weight on the original state."""
    energies, vectors = np.linalg.eigh(matrix)
    weights = vectors[0] ** 2
    best = np.argmax(weights)
    return energies[best], weights[best]


# The requested numbers, checked by repeated substitution.
z_factor = 1.0 / (1.0 - SLOPE)
linearized = z_factor * SHIFT
iterates = [0.0]
for _ in range(40):
    iterates.append(SHIFT + SLOPE * iterates[-1])
assert abs(iterates[-1] - linearized) < 1e-12
assert abs(linearized - 0.64) < 1e-12
wrong_sign = SHIFT / (1.0 + SLOPE)

print(f"Input shift D: {SHIFT:.2f} eV")
print(f"Input slope S: {SLOPE:.2f}")
print(f"Denominator 1 - S: {1 - SLOPE:.2f}")
print(f"Renormalization factor Z: {z_factor:.2f}")
print(f"Linearized correction: {linearized:.2f} eV = {1000 * linearized:.0f} meV")
print(f"Shift on the tangent at that energy: {SHIFT + SLOPE * linearized:.2f} eV")
for number in range(1, 6):
    print(f"Substitution {number}: {iterates[number]:.4f} eV")
print(f"Wrong-sign result D/(1 + S): {wrong_sign:.3f} eV")

# Two models with equal shift and slope but different curvature.
models = {
    "far poles": (2.2, [-16.0, 20.0], [25.6, 60.0]),
    "near pole": (1.8, [4.0], [4.0]),
}
errors = {}
for name, (static, poles, squared) in models.items():
    matrix = build_matrix(static, poles, squared)
    model_shift = shift_at(matrix, 0.0)
    model_slope = slope_at(matrix, 0.0)
    curvature = curvature_at_zero(matrix)
    root, weight = full_solution(matrix)
    slope_at_root = slope_at(matrix, root)
    assert abs(model_shift - SHIFT) < 1e-10
    assert abs(model_slope - SLOPE) < 1e-6
    # The eigenvector weight must equal Z evaluated at the full solution.
    assert abs(weight - 1.0 / (1.0 - slope_at_root)) < 1e-6
    # The correct sign and the factor Z both bring the result nearer the root.
    assert abs(linearized - root) < abs(SHIFT - root)
    assert abs(linearized - root) < abs(wrong_sign - root)
    errors[name] = linearized - root
    print(f"[{name}] static part: {static:.1f} eV")
    print(f"[{name}] pole positions: {poles} eV")
    print(f"[{name}] squared couplings: {squared} eV^2")
    print(f"[{name}] shift from resolvent: {model_shift:.4f} eV")
    print(f"[{name}] slope from resolvent: {model_slope:.4f}")
    print(f"[{name}] curvature: {curvature:.4f} 1/eV")
    print(f"[{name}] full solution: {root:.4f} eV")
    print(f"[{name}] linearized minus full: {1000 * errors[name]:.2f} meV")
    print(f"[{name}] slope at full solution: {slope_at_root:.4f}")
    print(f"[{name}] weight at full solution: {weight:.4f}")

assert abs(errors["far poles"]) < 1e-3
assert abs(errors["near pole"]) > 1e-2

# Quadratic law: shrink the shift of the near-pole model at fixed slope.
near_static, near_poles, near_squared = models["near pole"]
near_curvature = curvature_at_zero(
    build_matrix(near_static, near_poles, near_squared))
second_order = 0.5 * z_factor * near_curvature * linearized**2
print(f"[near pole] second-order term: {1000 * second_order:.2f} meV")
print(f"[near pole] with second-order term: {linearized + second_order:.4f} eV")
small_errors = []
for small_shift in (0.08, 0.04):
    small_matrix = build_matrix(
        near_static - SHIFT + small_shift, near_poles, near_squared)
    assert abs(shift_at(small_matrix, 0.0) - small_shift) < 1e-10
    small_root, _ = full_solution(small_matrix)
    small_linear = z_factor * small_shift
    small_errors.append(small_root - small_linear)
    predicted = 0.5 * z_factor * near_curvature * small_linear**2
    # Tolerance covers the neglected third-order term, of relative size x/pole.
    assert abs(small_errors[-1] / predicted - 1.0) < 0.03
    print(f"[near pole] shift {small_shift:.2f} eV, full minus linearized: "
          f"{1000 * small_errors[-1]:.4f} meV")
error_ratio = small_errors[0] / small_errors[1]
assert abs(error_ratio - 4.0) < 0.1
print(f"Error ratio when the shift is halved: {error_ratio:.3f}")

print("done: every assertion held")
```

Output:

```
Input shift D: 0.80 eV
Input slope S: -0.25
Denominator 1 - S: 1.25
Renormalization factor Z: 0.80
Linearized correction: 0.64 eV = 640 meV
Shift on the tangent at that energy: 0.64 eV
Substitution 1: 0.8000 eV
Substitution 2: 0.6000 eV
Substitution 3: 0.6500 eV
Substitution 4: 0.6375 eV
Substitution 5: 0.6406 eV
Wrong-sign result D/(1 + S): 1.067 eV
[far poles] static part: 2.2 eV
[far poles] pole positions: [-16.0, 20.0] eV
[far poles] squared couplings: [25.6, 60.0] eV^2
[far poles] shift from resolvent: 0.8000 eV
[far poles] slope from resolvent: -0.2500
[far poles] curvature: -0.0025 1/eV
[far poles] full solution: 0.6394 eV
[far poles] linearized minus full: 0.57 meV
[far poles] slope at full solution: -0.2525
[far poles] weight at full solution: 0.7984
[near pole] static part: 1.8 eV
[near pole] pole positions: [4.0] eV
[near pole] squared couplings: [4.0] eV^2
[near pole] shift from resolvent: 0.8000 eV
[near pole] slope from resolvent: -0.2500
[near pole] curvature: -0.1250 1/eV
[near pole] full solution: 0.6175 eV
[near pole] linearized minus full: 22.54 meV
[near pole] slope at full solution: -0.3496
[near pole] weight at full solution: 0.7410
[near pole] second-order term: -20.48 meV
[near pole] with second-order term: 0.6195 eV
[near pole] shift 0.08 eV, full minus linearized: -0.2068 meV
[near pole] shift 0.04 eV, full minus linearized: -0.0514 meV
Error ratio when the shift is halved: 4.019
done: every assertion held
```
